# Adjoint Gradients for Fitting Many Kinetic Parameters to a Deposition Profile: a program that tests the result

```python
"""
Result under test: for a stepwise deposition simulation with one linear gas
transport solve per step, one backward (adjoint) sweep with one solve per step
gives the gradient of a scalar profile mismatch for ALL kinetic parameters.

Model: cylindrical hole, diameter d, depth L, x = depth/L, kappa = 3 (L/d)^2
  u'' = kappa beta(theta) u,  u(0) = 1,  u'(1) = 0    (gas density / inlet density)
  d theta / d dose = beta(theta) u                    (coverage of reactive sites)
  beta = (1 - theta) exp(sum_k logs[k] B_k(theta)),   B_k Bernstein polynomials
dose = number of inlet impingements per site; logs = the kinetic parameters.
Mismatch J = 1/2 sum ((theta - data)/noise)^2 over the depth cells.
"""
import time
from functools import lru_cache
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.optimize import minimize
from scipy.special import binom

solve_count = 0


@lru_cache(maxsize=None)
def binomials(degree):
    return binom(degree, np.arange(degree + 1))


def kinetics(theta, logs, with_slope=False):
    """Reaction probability, its coverage derivative (optional), and the basis."""
    count = len(logs)
    up = np.vander(theta, count, increasing=True)
    down = np.vander(1 - theta, count)
    basis = binomials(count - 1) * up * down
    sticking = np.exp(basis @ logs)
    beta = (1 - theta) * sticking
    if not with_slope:
        return beta, None, basis
    lower = binomials(count - 2) * up[:, :-1] * down[:, 1:]
    log_slope = (count - 1) * (lower @ np.diff(logs))
    return beta, -sticking + beta * log_slope, basis


def transport_solve(beta, kappa, source):
    """Finite-volume gas transport; the matrix is symmetric (own transpose)."""
    global solve_count
    solve_count += 1
    cells = len(beta)
    inv_h2 = float(cells) ** 2
    bands = np.full((3, cells), -inv_h2, dtype=np.result_type(beta, kappa))
    bands[1] = 2 * inv_h2 + kappa * beta
    bands[1, 0] += inv_h2      # inlet density is held half a cell away
    bands[1, -1] -= inv_h2     # closed end
    return solve_banded((1, 1), bands, source, check_finite=False)


def simulate(logs, kappa, dose, cells, steps, initial=None):
    theta = np.zeros(cells) if initial is None else initial
    source = np.zeros(cells)
    source[0] = 2.0 * cells ** 2
    tape = []
    for _ in range(steps):
        beta = kinetics(theta, logs)[0]
        u = transport_solve(beta, kappa, source)
        tape.append((theta, u))
        theta = theta + dose / steps * beta * u
    return theta, tape


def adjoint_sweep(logs, tape, kappa, dose, final_derivative):
    """Gradient for logs, for ln(inlet density), and for the initial coverage."""
    step = dose / len(tape)
    lam = final_derivative
    gradient = np.zeros(len(logs))
    inlet_gradient = 0.0
    for theta, u in reversed(tape):
        beta, beta_slope, basis = kinetics(theta, logs, True)
        mu = transport_solve(beta, kappa, step * beta * lam)
        weight = u * (step * lam - kappa * mu)
        gradient += (weight * beta) @ basis
        inlet_gradient += 2.0 * len(theta) ** 2 * mu[0]
        lam = lam + beta_slope * weight
    return gradient, inlet_gradient, lam


def half_depth(theta):
    x = (np.arange(len(theta)) + 0.5) / len(theta)
    return np.interp(-0.5, -theta, x)


def disk_factor(zeta):
    """Fraction passed between equal coaxial disks, zeta = separation/diameter."""
    return 1.0 / (np.sqrt(1 + zeta ** 2) + zeta) ** 2


def simulate_ballistic(logs, aspect, dose, cells, steps):
    """Straight flights and cosine re-emission between wall rings; no diffusion."""
    ring = aspect / cells
    index = np.arange(cells)
    gap = np.abs(index[:, None] - index[None, :])
    exchange = (disk_factor(np.abs(gap - 1) * ring) - 2 * disk_factor(gap * ring)
                + disk_factor((gap + 1) * ring)) / (4 * ring) + np.eye(cells)
    opening = (disk_factor(index * ring) - disk_factor((index + 1) * ring)) / (4 * ring)
    bottom = opening[::-1]
    assert np.allclose(exchange.sum(1) + opening + bottom, 1, atol=1e-10)
    exchange = exchange + np.outer(bottom, 4 * ring * bottom)
    source = opening + bottom * disk_factor(aspect)
    theta = np.zeros(cells)
    for _ in range(steps):
        beta = kinetics(theta, logs)[0]
        flux = np.linalg.solve(np.eye(cells) - exchange * (1 - beta), source)
        theta = theta + dose / steps * beta * flux
    return theta


# ---------- worked example: rough values for trimethylaluminium in a deep hole
diameter, depth = 500e-9, 50e-6
temperature, pressure_torr, total_torr, pulse = 573.0, 0.1, 1.0, 0.090
site_density = 4e18
mass = (26.982 + 3 * 12.011 + 9 * 1.008) * sc.atomic_mass
thermal = sc.k * temperature
speed = np.sqrt(8 * thermal / (np.pi * mass))
density = pressure_torr * sc.torr / thermal
dose = density * speed / 4 * pulse / site_density
aspect = depth / diameter
kappa = 3 * aspect ** 2
cells, steps, count, noise = 100, 400, 24, 0.01
true_logs = np.log(0.02) - 1.2 * np.arange(count) / (count - 1)
start_logs = np.full(count, np.log(0.005))

# ---------- flight statistics behind the diffusion coefficient d v / 3
angle = (np.arange(1000) + 0.5) * np.pi / 1000
polar, azimuth = angle[:, None], angle[None, :] - np.pi / 2
flight = np.cos(azimuth) * np.cos(polar) / np.sin(polar)
probability = np.sin(polar) ** 2 * np.cos(azimuth) / np.pi * (np.pi / 1000) ** 2
mean_square = np.sum(probability * flight ** 2)
assert abs(mean_square - 2 / 3) < 1e-4
for z in (0.5, 1.0, 2.0):
    beyond = np.sum(probability[np.abs(flight) > z])
    slope = (disk_factor(z + 1e-4) - disk_factor(z - 1e-4)) / 2e-4
    assert abs(beyond + slope / 2) < 3e-3      # error of a step edge on the grid

# ---------- synthetic data from a finer grid
fine = simulate(true_logs, kappa, dose, 2 * cells, 2 * steps)[0]
fine = fine.reshape(cells, 2).mean(1)
data = fine + noise * np.random.default_rng(1).normal(size=cells)
true_profile, true_tape = simulate(true_logs, kappa, dose, cells, steps)
grid_error = np.max(np.abs(true_profile - fine))
assert grid_error < noise


def mismatch(theta):
    return 0.5 * np.sum(((theta - data) / noise) ** 2)


def value_and_gradient(logs):
    theta, tape = simulate(logs, kappa, dose, cells, steps)
    derivative = (theta - data) / noise ** 2
    return mismatch(theta), adjoint_sweep(logs, tape, kappa, dose, derivative)[0]


TINY = 1e-30


def sensitivity_matrix(logs):
    """d theta_i / d logs_k by complex-step runs, one per parameter."""
    columns = []
    for k in range(count):
        shifted = logs.astype(complex)
        shifted[k] += 1j * TINY
        columns.append(simulate(shifted, kappa, dose, cells, steps)[0].imag / TINY)
    return np.array(columns).T


# ---------- adjoint gradient against differentiation of the forward program
uneven_logs = start_logs + 0.3 * np.sin(1.7 * np.arange(count))
gradient_error = 0.0
for logs in (start_logs, uneven_logs):
    theta = simulate(logs, kappa, dose, cells, steps)[0]
    direct = sensitivity_matrix(logs).T @ ((theta - data) / noise ** 2)
    adjoint = value_and_gradient(logs)[1]
    gradient_error = max(gradient_error,
                         np.max(np.abs(adjoint - direct)) / np.max(np.abs(direct)))
assert gradient_error < 1e-8

direction = adjoint / np.linalg.norm(adjoint)
plus = mismatch(simulate(uneven_logs + 1e-4 * direction, kappa, dose, cells, steps)[0])
minus = mismatch(simulate(uneven_logs - 1e-4 * direction, kappa, dose, cells, steps)[0])
assert abs((plus - minus) / 2e-4 / np.linalg.norm(adjoint) - 1) < 1e-5

# ---------- meaning of the multipliers, and the scaling identity
theta, tape = simulate(uneven_logs, kappa, dose, cells, steps)
gradient, inlet_gradient, initial_gradient = adjoint_sweep(
    uneven_logs, tape, kappa, dose, (theta - data) / noise ** 2)
by_dose = mismatch(simulate(uneven_logs, kappa, dose * (1 + 1j * TINY),
                            cells, steps)[0]).imag / TINY
by_kappa = mismatch(simulate(uneven_logs, kappa * (1 + 1j * TINY), dose,
                             cells, steps)[0]).imag / TINY
scale = abs(by_dose) + abs(by_kappa)
assert abs(inlet_gradient - by_dose) < 1e-8 * scale
assert abs(gradient.sum() - by_dose - by_kappa) < 1e-8 * scale
for cell in (10, 45):
    initial = np.zeros(cells, dtype=complex)
    initial[cell] = 1j * TINY
    by_initial = mismatch(simulate(uneven_logs, kappa, dose, cells, steps,
                                   initial)[0]).imag / TINY
    assert abs(initial_gradient[cell] - by_initial) < 1e-8 * np.max(np.abs(initial_gradient))

# ---------- cost: counted solves and measured time
solve_count = 0
theta, tape = simulate(start_logs, kappa, dose, cells, steps)
forward_solves = solve_count
start_gradient, start_inlet, _ = adjoint_sweep(
    start_logs, tape, kappa, dose, (theta - data) / noise ** 2)
adjoint_solves = solve_count - forward_solves
solve_count = 0
for k in range(count):
    simulate(start_logs + 1e-6 * (np.arange(count) == k), kappa, dose, cells, steps)
difference_solves = solve_count
assert adjoint_solves == forward_solves
start_mismatch, start_half = mismatch(theta), half_depth(theta)
tape_kilobytes = sum(a.nbytes + b.nbytes for a, b in tape) / 1e3

time_ratios = {}
for size in (6, 24, 96):
    logs = np.full(size, np.log(0.005))
    forward_time, adjoint_time = [], []
    for _ in range(4):
        t0 = time.perf_counter()
        theta, tape = simulate(logs, kappa, dose, cells, steps)
        t1 = time.perf_counter()
        adjoint_sweep(logs, tape, kappa, dose, (theta - data) / noise ** 2)
        t2 = time.perf_counter()
        forward_time.append(t1 - t0)
        adjoint_time.append(t2 - t1)
    time_ratios[size] = min(adjoint_time) / min(forward_time)
    assert time_ratios[size] < 5      # wide: clock noise and Python overhead

# ---------- inference with the adjoint gradient
fit = minimize(value_and_gradient, start_logs, jac=True, method="L-BFGS-B",
               bounds=[(np.log(1e-3), np.log(0.08))] * count,
               options={"maxiter": 40, "maxfun": 60})
true_mismatch = mismatch(true_profile)
assert fit.fun < 0.75 * cells
fit_profile = simulate(fit.x, kappa, dose, cells, steps)[0]
singular = np.linalg.svd(sensitivity_matrix(fit.x) / noise, compute_uv=False)
probe = np.array([0.1, 0.5, 0.9])
fit_sticking = kinetics(probe, fit.x)[0] / (1 - probe)
true_sticking = kinetics(probe, true_logs)[0] / (1 - probe)

# ---------- neglected effects, for the true sticking curve
base = half_depth(true_profile)
rings = [half_depth(simulate_ballistic(true_logs, aspect, dose, m, steps))
         for m in (150, 300)]
ballistic = (4 * rings[1] - rings[0]) / 3      # ring-size error falls as its square
assert abs(ballistic / base - 1) < 0.06
film = 50 * 0.1e-9


def shift_percent(new_kappa, new_dose):
    new = half_depth(simulate(true_logs, new_kappa, new_dose, cells, steps)[0])
    return 100 * (new / base - 1)


narrowing = shift_percent(kappa * (diameter / (diameter - 2 * film)) ** 2, dose)
warmer = shift_percent(kappa, dose * np.sqrt(temperature / (temperature + 10)))
pressure_up = shift_percent(kappa, dose * 1.1)
free_path = thermal / (np.pi * (0.5e-9) ** 2 * total_torr * sc.torr
                       * np.sqrt(1 + mass / (28.014 * sc.atomic_mass)))
diffusivity = diameter * speed / 3

um = depth * 1e6
print(f"hole diameter {diameter*1e9:.0f} nm, depth {um:.0f} um, aspect ratio {aspect:.0f}")
print(f"temperature {temperature:.0f} K, precursor pressure {pressure_torr} Torr")
print(f"pulse {pulse*1e3:.0f} ms, site density {site_density*1e-18:.1f} per nm^2 (rough)")
print(f"mean molecular speed {speed:.1f} m/s")
print(f"dose {dose:.1f} inlet impingements per site; kappa {kappa:.0f}")
print(f"mean-square flight / d^2 by quadrature {mean_square:.6f}")
print(f"cells {cells}, time steps {steps}, parameters {count}, data noise {noise}")
print(f"true sticking factor: {np.exp(true_logs[0]):.4f} (empty) to {np.exp(true_logs[-1]):.5f} (full)")
print(f"starting sticking factor {np.exp(start_logs[0]):.4f}")
print(f"mismatch J at start {start_mismatch:.2f}")
for k in (0, 6, 12, 18, 23):
    print(f"start gradient dJ/dp_{k} = {start_gradient[k]:.4f}")
print(f"start gradient, sum over parameters {start_gradient.sum():.3f}")
print(f"start dJ/d ln(inlet pressure) {start_inlet:.3f}")
print(f"largest relative gradient error {gradient_error:.1e}")
print(f"uneven curve: gradient sum {gradient.sum():.4f}")
print(f"uneven curve: dJ/dln kappa {by_kappa:.4f}, dJ/dln dose {by_dose:.4f}")
print(f"transport solves: forward {forward_solves}, adjoint {adjoint_solves}")
print(f"extra solves, one-sided differences {difference_solves}")
for size, ratio in time_ratios.items():
    print(f"time adjoint/forward with {size} parameters {ratio:.2f}")
print(f"stored trajectory {tape_kilobytes:.0f} kB")
print(f"fit: {fit.nit} iterations, {fit.nfev} value-and-gradient calls")
print(f"mismatch J after fit {fit.fun:.2f}; at true parameters {true_mismatch:.2f}")
print(f"half-coverage depth: start {start_half*um:.2f} um, fit {half_depth(fit_profile)*um:.2f} um")
print(f"half-coverage depth, true curve {base*um:.2f} um")
for c, a, b in zip(probe, fit_sticking, true_sticking):
    print(f"sticking factor at coverage {c}: fit {a:.5f}, true {b:.5f}")
print("largest singular values " + ", ".join(f"{s:.3g}" for s in singular[:6]))
print(f"combinations with standard error below 1: {np.sum(singular > 1)} of {count}")
print(f"grid and time-step change of coverage, at most {grid_error:.4f}")
print(f"ballistic half-coverage depth {ballistic*um:.2f} um ({100*(ballistic/base-1):+.2f} %)")
print(f"film {film*1e9:.1f} nm narrows hole: depth {narrowing:+.2f} %")
print(f"10 K warmer: depth {warmer:+.2f} %")
print(f"10 % more pressure: depth {pressure_up:+.2f} %")
print(f"Knudsen number at {total_torr:.0f} Torr total pressure {free_path/diameter:.0f}")
print(f"gas stored per wall site {density*diameter/4/site_density:.1e}")
print(f"gas filling time L^2/D {depth**2/diffusivity*1e6:.1f} us")
print(f"relative gas density at bottom, end of pulse {true_tape[-1][1][-1]:.1e}")
print("all good")
```

Printed output:

```
hole diameter 500 nm, depth 50 um, aspect ratio 100
temperature 573 K, precursor pressure 0.1 Torr
pulse 90 ms, site density 4.0 per nm^2 (rough)
mean molecular speed 410.2 m/s
dose 3888.9 inlet impingements per site; kappa 30000
mean-square flight / d^2 by quadrature 0.666667
cells 100, time steps 400, parameters 24, data noise 0.01
true sticking factor: 0.0200 (empty) to 0.00602 (full)
starting sticking factor 0.0050
mismatch J at start 1105.47
start gradient dJ/dp_0 = -13.2595
start gradient dJ/dp_6 = -205.1206
start gradient dJ/dp_12 = -190.8131
start gradient dJ/dp_18 = -76.1687
start gradient dJ/dp_23 = 12.2060
start gradient, sum over parameters -2940.659
start dJ/d ln(inlet pressure) -11765.840
largest relative gradient error 1.0e-15
uneven curve: gradient sum -2945.8736
uneven curve: dJ/dln kappa 8745.7662, dJ/dln dose -11691.6398
transport solves: forward 400, adjoint 400
extra solves, one-sided differences 9600
time adjoint/forward with 6 parameters 1.36
time adjoint/forward with 24 parameters 1.35
time adjoint/forward with 96 parameters 1.34
stored trajectory 640 kB
fit: 40 iterations, 46 value-and-gradient calls
mismatch J after fit 34.00; at true parameters 36.63
half-coverage depth: start 24.14 um, fit 25.18 um
half-coverage depth, true curve 25.14 um
sticking factor at coverage 0.1: fit 0.01790, true 0.01774
sticking factor at coverage 0.5: fit 0.01182, true 0.01098
sticking factor at coverage 0.9: fit 0.00610, true 0.00679
largest singular values 13.2, 9.75, 6.24, 4.62, 3.07, 2.32
combinations with standard error below 1: 8 of 24
grid and time-step change of coverage, at most 0.0005
ballistic half-coverage depth 24.35 um (-3.15 %)
film 5.0 nm narrows hole: depth -2.00 %
10 K warmer: depth -0.44 %
10 % more pressure: depth +5.00 %
Knudsen number at 1 Torr total pressure 80
gas stored per wall site 5.3e-05
gas filling time L^2/D 36.6 us
relative gas density at bottom, end of pulse 1.1e-06
all good
```
